**Basis dependence of population and coherence conductivity for a degenerate phonon pair**

For two phonons of equal frequency whose linewidth matrix is Γ times the identity, the sum of population and coherence conductivity is (C/𝒱Γ) Tr(V^αV^β), which no unitary change of eigenvectors alters. Here C is the modal heat capacity, 𝒱 the crystal volume and V^α the velocity matrix of the pair. The program asserts this for random unitary mixings by comparing mode sums with a transport equation solved in Cartesian components without eigenvectors. It also asserts the elastic formulas for the [111] transverse pair against finite differences, the absence of any effect on [001], and the failure of the mode sum when off-diagonal linewidths are dropped. With rough InSb parameters, the population term for heat along [100] runs from 14.3 to 11.4 mW/(m K) as the vectors turn by 45°, while the sum stays at 14.3. A fixed rule for choosing vectors over the eight-point star gives a false population anisotropy of 1.18, and the sum remains isotropic. The output also sizes off-axis splitting, lattice dispersion, coherence with the longitudinal mode and boundary scattering in a 100 nm film.

## Numerical verification

```python
"""
Result under test: for two degenerate phonons whose linewidth matrix is a
multiple of the identity, a unitary change of eigenvectors changes the
population conductivity but not the sum of population and coherence terms.

Symbols: D(q) dynamical matrix, Omega = sqrt(D), V_a = dOmega/dq_a,
Gamma = full linewidth = 1/lifetime, C = modal heat capacity.
In the pair, V_a = v0 + w_a.sigma. For heat flow along x and a real rotation
by theta from the basis that diagonalizes V_x:
  population = 2C/(volume*Gamma) * (v0^2 + w^2 cos^2(2 theta))
  sum        = 2C/(volume*Gamma) * (v0^2 + w^2)
Example: transverse acoustic pair on [111] of a cubic elastic crystal with
rough InSb parameters. Internal units: nm, ps, rad/ps, K; conductivity W/(m K).
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import sqrtm, expm, solve_sylvester

# Rough typical InSb values and chosen conditions
C11, C12, C44 = 67.0, 37.0, 30.0       # GPa
density = 5770.0                       # kg/m^3
lattice = 0.648                        # nm
temperature = 300.0                    # K
gamma = 0.010                          # rad/ps, transverse pair
gamma_long = 0.020                     # rad/ps, longitudinal mode
mesh = 16
film = 100.0                           # nm, film thickness for the size estimate

volume = mesh**3 * lattice**3 / 4      # nm^3, crystal volume of the mesh
q_zone = np.sqrt(3) * np.pi / lattice  # 1/nm, distance from Gamma to L
q_len = 2 * q_zone / mesh              # first mesh point on the axis
hbar = const.hbar * 1e12               # J per (rad/ps)
to_si = 1e21                           # J/K * nm^2/ps / nm^3 -> W/(m K)
gpa_to_speed2 = 1e9 / density / 1e6    # GPa -> (nm/ps)^2

# Full fourth-rank elastic tensor of a cubic crystal
delta = np.eye(3)
same = np.zeros((3, 3, 3, 3))
for i in range(3):
    same[i, i, i, i] = 1.0
stiffness = (C12 * np.einsum('ij,kl->ijkl', delta, delta)
             + C44 * (np.einsum('ik,jl->ijkl', delta, delta)
                      + np.einsum('il,jk->ijkl', delta, delta))
             + (C11 - C12 - 2 * C44) * same) * gpa_to_speed2


def dynamical(q):
    return np.einsum('ijkl,j,l->ik', stiffness, q, q)


def frequency_operator(q):
    return np.real(sqrtm(dynamical(q)))


def velocity_operators(q, step=1e-4):
    """Central differences of sqrt(D), in Cartesian polarization space."""
    return [(frequency_operator(q + step * delta[a])
             - frequency_operator(q - step * delta[a])) / (2 * step)
            for a in range(3)]


def heat_capacity(freq):
    x = hbar * freq / (const.k * temperature)
    return const.k * x**2 * np.exp(x) / np.expm1(x)**2


def mode_sum(va, vb, omega, widths, basis):
    """Population and coherence conductivity for the columns of basis."""
    a = basis.conj().T @ va @ basis
    b = basis.conj().T @ vb @ basis
    f = np.real(np.diag(basis.conj().T @ omega @ basis))
    widths = np.asarray(widths, float)
    g = (widths[:, None] + widths[None, :]) / 2
    ratio = heat_capacity(f) / f
    weight = ((f[:, None] + f[None, :]) / 4 * (ratio[:, None] + ratio[None, :])
              * g / ((f[:, None] - f[None, :])**2 + g**2))
    terms = weight * np.real(a * b.T) * to_si / volume
    pop = np.trace(terms)
    return pop, terms.sum() - pop


def transport_equation(va, vb, omega, width_matrix):
    """Steady-state density matrix solved without any eigenvectors."""
    x = hbar * omega / (const.k * temperature)
    ex = expm(x)
    inverse = np.linalg.inv(ex - delta)
    dn_dt = x @ ex @ inverse @ inverse / temperature
    source = (vb @ dn_dt + dn_dt @ vb) / 2
    n = solve_sylvester(1j * omega + width_matrix / 2,
                        -1j * omega + width_matrix / 2, source.astype(complex))
    flux = (omega @ va + va @ omega) / 2
    return np.real(np.trace(flux @ n)) * hbar * to_si / volume


def transverse_basis(q):
    """Real transverse vectors; the first is the projection of x."""
    unit = q / np.linalg.norm(q)
    e1 = delta[0] - unit[0] * unit
    e1 /= np.linalg.norm(e1)
    return np.column_stack([e1, np.cross(unit, e1)])


def rotation(theta):
    c, s = np.cos(theta), np.sin(theta)
    return np.array([[c, -s], [s, c]])


axis = np.ones(3) / np.sqrt(3)
q = q_len * axis
omega = frequency_operator(q)
vel = velocity_operators(q)
pair = transverse_basis(q)
circular = np.array([[1, 1], [1j, -1j]]) / np.sqrt(2)
equal = [gamma, gamma]

# Closed elastic formulas
aniso = C11 - C12 - 2 * C44
v_t = np.sqrt((C44 + aniso / 3) * gpa_to_speed2)
v0 = v_t / np.sqrt(3)
w = aniso * gpa_to_speed2 / (3 * np.sqrt(3) * v_t)
freq = q_len * v_t
cap = heat_capacity(freq)
unit_kappa = 2 * cap / (volume * gamma) * to_si
kappa_total = unit_kappa * (v0**2 + w**2)

# Elastic formulas against slopes of the two crossing frequency branches
h = 1e-3
plus = np.sqrt(np.linalg.eigvalsh(dynamical(q + h * delta[0])))
minus = np.sqrt(np.linalg.eigvalsh(dynamical(q - h * delta[0])))
slopes = np.array([plus[0] - minus[1], plus[1] - minus[0]]) / (2 * h)
assert np.allclose(slopes, [v0 - abs(w), v0 + abs(w)], rtol=1e-4)
assert np.allclose(np.sqrt(np.linalg.eigvalsh(dynamical(q)))[:2], freq, rtol=1e-9)

# Geometry of the velocity matrices: equal lengths, 120 degrees apart
blocks = [pair.T @ v @ pair for v in vel]
pauli = np.array([[(b[0, 0] - b[1, 1]) / 2, b[0, 1]] for b in blocks])
gram = pauli @ pauli.T
assert np.allclose(gram, w**2 * (1.5 * delta - 0.5), atol=1e-6)
commutator = np.linalg.norm(blocks[0] @ blocks[1] - blocks[1] @ blocks[0])
assert commutator > 0.1 * w**2

# Real rotations against the closed population and coherence formulas
angles = [0.0, 15.0, 22.5, 30.0, 45.0]
table = []
for degrees in angles:
    t = np.radians(degrees)
    pop, coh = mode_sum(vel[0], vel[0], omega, equal, pair @ rotation(t))
    assert np.isclose(pop, unit_kappa * (v0**2 + w**2 * np.cos(2*t)**2), rtol=1e-6)
    assert np.isclose(coh, unit_kappa * w**2 * np.sin(2*t)**2,
                      rtol=1e-6, atol=1e-6 * kappa_total)
    table.append((degrees, pop, coh, pop + coh))
assert table[0][1] - table[-1][1] > 0.1 * kappa_total

# Arbitrary unitary mixing, all tensor components, longitudinal mode included,
# against the transport equation solved without eigenvectors
projector = pair @ pair.T
long_projector = np.outer(axis, axis)
width_matrix = gamma * projector + gamma_long * long_projector
reference = np.array([[transport_equation(vel[a], vel[b], omega, width_matrix)
                       for b in range(3)] for a in range(3)])
rng = np.random.default_rng(7)
random_pop = []
for trial in range(12):
    u, _ = np.linalg.qr(rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))
    mixed = pair @ u
    full = np.column_stack([mixed, axis])
    for a in range(3):
        for b in range(3):
            total = sum(mode_sum(vel[a], vel[b], omega,
                                 [gamma, gamma, gamma_long], full))
            assert np.isclose(total, reference[a, b], rtol=1e-6,
                              atol=1e-7 * kappa_total)
    random_pop.append(mode_sum(vel[0], vel[0], omega, equal, mixed)[0])
random_pop = np.array(random_pop)
assert np.ptp(random_pop) > 0.02 * kappa_total
assert random_pop.min() > unit_kappa * v0**2 * (1 - 1e-6)
assert random_pop.max() < kappa_total * (1 + 1e-6)

# Circular vectors leave only the mean velocity in the population term
pop_circ, coh_circ = mode_sum(vel[0], vel[0], omega, equal, pair @ circular)
assert np.isclose(pop_circ, unit_kappa * v0**2, rtol=1e-6)
assert np.isclose(pop_circ + coh_circ, kappa_total, rtol=1e-6)

# A purely sigma_y velocity part: real rotation has no effect, unitary mixing has
sigma_y = np.array([[0, -1j], [1j, 0]])
v_y = pair @ (v0 * np.eye(2) + abs(w) * sigma_y) @ pair.T
pop_a = mode_sum(v_y, v_y, omega, equal, pair)[0]
pop_b = mode_sum(v_y, v_y, omega, equal, pair @ rotation(0.4))[0]
pop_c = mode_sum(v_y, v_y, omega, equal, pair @ circular)[0]
assert np.isclose(pop_a, pop_b, rtol=1e-9) and pop_c > 1.1 * pop_a

# Directional trace of the population term: same for all real bases
trace_real = [sum(mode_sum(v, v, omega, equal, pair @ rotation(t))[0] for v in vel)
              for t in (0.0, 0.3, 1.1)]
trace_fraction = trace_real[0] / (3 * kappa_total)
assert np.allclose(trace_real, unit_kappa * (3 * v0**2 + 1.5 * w**2), rtol=1e-6)

# On [001] the pair has velocity matrices proportional to the identity
q001 = q_len * delta[2]
pair001 = delta[:, :2]
for v in velocity_operators(q001):
    block = pair001.T @ v @ pair001
    assert np.linalg.norm(block - np.trace(block) / 2 * np.eye(2)) < 1e-6

# Eight-point star with one fixed rule for choosing the vectors
star_pop, star_sum, star_circ = np.zeros(3), np.zeros(3), np.zeros(3)
for signs in itertools.product([1, -1], repeat=3):
    qs = q_len * np.array(signs) / np.sqrt(3)
    oms, vs, bs = frequency_operator(qs), velocity_operators(qs), transverse_basis(qs)
    for a in range(3):
        p, c = mode_sum(vs[a], vs[a], oms, equal, bs)
        star_pop[a] += p
        star_sum[a] += p + c
        star_circ[a] += mode_sum(vs[a], vs[a], oms, equal, bs @ circular)[0]
assert np.allclose(star_sum, 8 * kappa_total, rtol=1e-6)
assert np.allclose(star_circ, 8 * unit_kappa * v0**2, rtol=1e-6)
assert star_pop[0] > 1.05 * star_pop[1]
assert np.isclose(star_pop[1], star_pop[2], rtol=1e-6)

# Unequal linewidths: the mode sum is right only in the linewidth eigenbasis
g1, g2 = 1.05 * gamma, 0.95 * gamma
v_pair = projector @ vel[0] @ projector
unequal_matrix = (pair @ np.diag([g1, g2]) @ pair.T + gamma_long * long_projector)
unequal_true = transport_equation(v_pair, v_pair, omega, unequal_matrix)
unequal_eigen = sum(mode_sum(vel[0], vel[0], omega, [g1, g2], pair))
turned = pair @ rotation(np.pi / 4)
turned_widths = np.diag(turned.T @ unequal_matrix @ turned)
unequal_turned = sum(mode_sum(vel[0], vel[0], omega, turned_widths, turned))
assert np.isclose(unequal_true, unequal_eigen, rtol=1e-6)
assert np.isclose(turned_widths[0], turned_widths[1], rtol=1e-9)
assert abs(unequal_turned / unequal_true - 1) > 0.01

# Off-axis splitting and loss of coherence; offset along [0 1 -1]
w_perp = np.sqrt(1.5) * abs(w)
dq_half = gamma / (2 * w_perp)
side = np.array([0, 1, -1]) / np.sqrt(2)


def off_axis(multiple):
    qo = q + multiple * dq_half * side
    squares, vectors = np.linalg.eigh(dynamical(qo))
    f = np.sqrt(squares)
    vx = velocity_operators(qo)[0]
    return f[1] - f[0], mode_sum(vx, vx, frequency_operator(qo), equal,
                                 vectors[:, :2])


split_1, (pop_1, coh_1) = off_axis(1)
split_3, (pop_3, coh_3) = off_axis(3)
coh_axis = table[-1][2]
assert np.isclose(split_1, gamma, rtol=0.01)
assert np.isclose(coh_1 / coh_axis, 1 / 2, rtol=0.05)
assert np.isclose(coh_3 / coh_axis, 1 / 10, rtol=0.05)

# Sizes of other neglected effects
long_pop = mode_sum(vel[0], vel[0], omega, [gamma_long], axis[:, None])[0]
long_coh = reference[0, 0] - kappa_total - long_pop
dispersion_loss = 1 - np.cos(np.pi * q_len / (2 * q_zone))**2
free_path = v_t / gamma
film_factor = 1 / (1 + free_path / film)

print("INPUTS (rough InSb values)")
print(f"C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"density = {density:.0f} kg/m^3; lattice constant = {lattice:.3f} nm")
print(f"temperature = {temperature:.0f} K; mesh = {mesh}x{mesh}x{mesh}")
print(f"pair linewidth = {gamma:.3f} rad/ps; lifetime = {1/gamma:.0f} ps")
print(f"longitudinal linewidth = {gamma_long:.3f} rad/ps")
print("PAIR ON [111]")
print(f"q = {q_len:.4f} 1/nm; zone boundary L = {q_zone:.4f} 1/nm")
print(f"A = C11-C12-2*C44 = {aniso:.1f} GPa")
print(f"angular frequency = {freq:.4f} rad/ps")
print(f"phonon energy = {hbar*freq/const.e*1e3:.4f} meV")
print(f"phase speed v_T = {v_t*1e3:.1f} m/s")
print(f"v0 = {v0*1e3:.1f} m/s; w = {w*1e3:.1f} m/s")
print(f"branch slopes along x = {slopes[0]*1e3:.1f}, {slopes[1]*1e3:.1f} m/s")
print(f"heat capacity per mode / kB = {cap/const.k:.6f}")
print(f"mesh crystal volume = {volume:.2f} nm^3")
print("ONE q, HEAT ALONG [100], mW/(m K)")
print("angle(deg) population coherence sum")
for degrees, pop, coh, total in table:
    print(f"{degrees:5.1f} {pop*1e3:9.4f} {abs(coh)*1e3:9.4f} {total*1e3:9.4f}")
print(f"circular {pop_circ*1e3:.4f} {coh_circ*1e3:.4f} {(pop_circ+coh_circ)*1e3:.4f}")
print(f"population/sum at 45 deg = {table[-1][1]/kappa_total:.4f}")
print(f"population/sum, direction mean, real basis = {trace_fraction:.4f}")
print("EIGHT-POINT STAR, xx yy zz, mW/(m K)")
print("population, fixed rule:", *[f"{x*1e3:.3f}" for x in star_pop])
print("population, circular:", *[f"{x*1e3:.3f}" for x in star_circ])
print("sum, any basis:", *[f"{x*1e3:.3f}" for x in star_sum])
print(f"false anisotropy xx/yy of population = {star_pop[0]/star_pop[1]:.4f}")
print("LINEWIDTHS MADE UNEQUAL, mW/(m K)")
print(f"linewidths = {g1:.4f}, {g2:.4f} rad/ps")
print(f"transport equation = {unequal_true*1e3:.4f}")
print(f"mode sum, linewidth eigenbasis = {unequal_eigen*1e3:.4f}")
print(f"mode sum, basis turned 45 deg = {unequal_turned*1e3:.4f}")
print("NEGLECTED EFFECTS")
print(f"offset where splitting = linewidth: {dq_half:.5f} 1/nm")
print(f"mesh step / that offset = {q_len/dq_half:.0f}")
print(f"coherence left at 1x, 3x offset = {coh_1/coh_axis:.4f}, {coh_3/coh_axis:.4f}")
print(f"coherence with longitudinal mode / pair sum = {long_coh/kappa_total:.2e}")
print(f"chain-dispersion loss of v^2 = {dispersion_loss*100:.1f} %")
print(f"mean free path v_T/Gamma = {free_path:.0f} nm")
print(f"conductivity factor in {film:.0f} nm film = {film_factor:.2f}")
print("PASS")
```

Output:

```
INPUTS (rough InSb values)
C11, C12, C44 = 67, 37, 30 GPa
density = 5770 kg/m^3; lattice constant = 0.648 nm
temperature = 300 K; mesh = 16x16x16
pair linewidth = 0.010 rad/ps; lifetime = 100 ps
longitudinal linewidth = 0.020 rad/ps
PAIR ON [111]
q = 1.0497 1/nm; zone boundary L = 8.3972 1/nm
A = C11-C12-2*C44 = -30.0 GPa
angular frequency = 1.9542 rad/ps
phonon energy = 1.2863 meV
phase speed v_T = 1861.8 m/s
v0 = 1074.9 m/s; w = -537.4 m/s
branch slopes along x = 537.4, 1612.3 m/s
heat capacity per mode / kB = 0.999794
mesh crystal volume = 278.63 nm^3
ONE q, HEAT ALONG [100], mW/(m K)
angle(deg) population coherence sum
  0.0   14.3101    0.0000   14.3101
 15.0   13.5946    0.7155   14.3101
 22.5   12.8791    1.4310   14.3101
 30.0   12.1636    2.1465   14.3101
 45.0   11.4481    2.8620   14.3101
circular 11.4481 2.8620 14.3101
population/sum at 45 deg = 0.8000
population/sum, direction mean, real basis = 0.9000
EIGHT-POINT STAR, xx yy zz, mW/(m K)
population, fixed rule: 114.481 97.308 97.308
population, circular: 91.584 91.584 91.584
sum, any basis: 114.481 114.481 114.481
false anisotropy xx/yy of population = 1.1765
LINEWIDTHS MADE UNEQUAL, mW/(m K)
linewidths = 0.0105, 0.0095 rad/ps
transport equation = 14.9198
mode sum, linewidth eigenbasis = 14.9198
mode sum, basis turned 45 deg = 14.3101
NEGLECTED EFFECTS
offset where splitting = linewidth: 0.00760 1/nm
mesh step / that offset = 138
coherence left at 1x, 3x offset = 0.4999, 0.0998
coherence with longitudinal mode / pair sum = 3.53e-05
chain-dispersion loss of v^2 = 3.8 %
mean free path v_T/Gamma = 186 nm
conductivity factor in 100 nm film = 0.35
PASS
```
